Doping the Brinkman-Rice insulator in the Gutzwiller approximation

**Result**

Consider the one-band Hubbard model with density n = 1 − δ per site, so that δ > 0 means holes and δ < 0 means added electrons. Let e₀(δ) < 0 be the energy per site of the uncorrelated Fermi sea, both spins included, measured from the band centre, which here means the mean energy of the whole band. Define

U_c = 8|e₀(0)|, ζ = √(1 − U_c/U).

In the paramagnetic Gutzwiller approximation, for U > U_c and δ → 0, the quasiparticle weight and the chemical potential are

Z = 2|δ|/ζ + O(δ²),

μ → (U/2)(1 − ζ) from the hole side, μ → (U/2)(1 + ζ) from the electron side.

The chemical potential therefore jumps across half filling by

Δμ = Uζ = U √(1 − U_c/U).

The condition U > U_c is essential: below U_c, Z stays finite at half filling and, provided the uncorrelated band has no gap at half filling, μ is continuous. These are statements about the approximation, with magnetic order excluded.

**1. One bond: what the projector does to hopping**

The Hamiltonian is

H = Σ_{i≠j,σ} t_ij c†_iσ c_jσ + U Σ_i n_i↑ n_i↓.

There is no on-site one-particle term, so the mean band energy is zero. The trial state is ∏_i P_i |FS⟩, where |FS⟩ is the uncorrelated Fermi sea and

P = λ₀(1−n↑)(1−n↓) + λ₁[n↑(1−n↓) + n↓(1−n↑)] + λ₂ n↑n↓.

Let n_s = (1−δ)/2 be the density per spin. On one site of |FS⟩ the two spins are independent. The projected probabilities of an empty site, of a single electron with given spin, and of a doubly occupied site are therefore

e = λ₀²(1−n_s)², p = λ₁² n_s(1−n_s), d = λ₂² n_s².

I impose ⟨P²⟩₀ = 1 and ⟨P²n_σ⟩₀ = n_s, where ⟨…⟩₀ is the average in |FS⟩. These conditions read e + 2p + d = 1 and p + d = n_s, so

p = (1−δ)/2 − d, e = d + δ.

They also simplify P². With δn_σ = n_σ − n_s, any such on-site operator has the form a + b(δn↑ + δn↓) + κ δn↑δn↓. The first condition gives a = 1 and the second gives b = 0. What remains beyond unity, κ δn↑δn↓, must be joined to other sites by at least four lines, a line being an intersite average ⟨c†_iσ c_jσ⟩₀. For coordination number z a nearest-neighbour line scales as 1/√z, and these contributions drop out as z → ∞. This limit defines the Gutzwiller approximation used here.

On a hopping bond, c†↑ acts on a site without an up electron. If the down state is empty, the site goes from empty to single; if it is filled, from single to double. Hence

P c†↑ P = c†↑ [λ₀λ₁(1−n↓) + λ₁λ₂ n↓].

At large z, n↓ may be replaced by n_s, since its fluctuation needs two extra lines. Each end of the bond then contributes

λ₀λ₁(1−n_s) + λ₁λ₂n_s = √p (√e + √d)/√(n_s(1−n_s)).

The two ends multiply, so ⟨c†_iσ c_jσ⟩ = Z⟨c†_iσ c_jσ⟩₀ for i ≠ j, with

Z = p(√d + √e)²/[n_s(1−n_s)], n_s(1−n_s) = (1−δ²)/4.

Limit check: without correlation d = n_s², p = n_s(1−n_s) and e = (1−n_s)². Then √d + √e = 1 and Z = 1, as required.

A second check uses two projected sites in a Gaussian state joined by a weak line g. For δ = 0.1 and d = 0.02 the formula gives Z = 0.413459. Direct evaluation gives 0.413390 at g = 0.02 and 0.413442 at g = 0.01. Halving g reduces the difference about fourfold, as expected for a correction of order g².

The on-site average remains n_s, while all intersite averages are multiplied by Z. Their Fourier transform is

n_k = n_s + Z(n_k⁰ − n_s).

Since n_k⁰ drops from 1 to 0 at the Fermi surface, n_k has a step of height Z there. That step is the quasiparticle weight. The kinetic energy is entirely intersite, so the energy per site is

E = Z e₀(δ) + U d.

**2. Half filling**

For δ = 0 we have e = d, p = 1/2 − d and n_s(1−n_s) = 1/4. Then (√d + √e)² = 4d and

Z = 4(1/2 − d)(4d) = 8d(1 − 2d),

E = −U_c d(1 − 2d) + U d = (U − U_c)d + 2U_c d².

If U < U_c, setting dE/dd = 0 gives

d = (1 − U/U_c)/4.

Inserting this in Z gives

Z = 2(1 − U/U_c)[1 − (1 − U/U_c)/2] = (1 − U/U_c)(1 + U/U_c) = 1 − (U/U_c)².

At U = 0 this returns d = 1/4 and Z = 1. If U ≥ U_c, E increases with d from the start, so the minimum lies at d = 0, with Z = 0 and E = 0. This is the Brinkman-Rice insulator: every site holds one electron and none can move.

Its energy is zero for every U > U_c. The approximation thus omits the virtual hops that lower the energy of a real Mott insulator and produce exchange between spins.

**3. The simplest doped case: infinite U**

For holes at U → ∞ double occupancy is forbidden, so d = 0, e = δ and p = (1−δ)/2. Therefore

Z = 4 · [(1−δ)/2] · δ/(1−δ²) = 2δ/(1+δ).

Linear growth is already present, with slope 2: an electron can hop only into an empty site, and the density of empty sites is δ. At U = 10000 half-bandwidths and δ = 0.1, direct minimization for a semicircular band gives Z = 0.18185, against 0.18182 from this formula.

The energy is E = −2δ|e₀(δ)|/(1+δ). Since μ = dE/dn = −dE/dδ, the hole-side limit is μ → 2|e₀(0)| = U_c/4. The general result must reproduce it.

**4. Finite U: a variable that removes the square roots**

Set y = (√d + √e)². Since e − d = δ,

√e − √d = (e − d)/(√e + √d) = δ/√y.

Adding and subtracting this and √e + √d = √y gives

√d = (y − δ)/(2√y), √e = (y + δ)/(2√y).

Hence d = (y−δ)²/(4y) and d + e = (y² + δ²)/(2y). From 2p = 1 − d − e it follows that p = (2y − y² − δ²)/(4y), and

Z = 4py/(1−δ²) = (2y − y² − δ²)/(1−δ²).

With K(δ) = 8|e₀(δ)|/(1−δ²), so that K(0) = U_c, the energy becomes

E = −(K/8)(2y − y² − δ²) + (U/4)(y − 2δ + δ²/y).

This holds for either sign of δ. Non-negative √d and √e require y ≥ |δ|, and p ≥ 0 requires y ≤ 1 + √(1−δ²). The derivatives at fixed δ are

∂E/∂y = −(K/4)(1−y) + (U/4)(1 − δ²/y²),

∂²E/∂y² = K/4 + Uδ²/(2y³) > 0.

For 0 < |δ| < 1 the slope at y = |δ| is −(K/4)(1−|δ|) < 0. At the upper end y > 1 and y > |δ|, so both terms are positive. There is thus one minimum, inside the interval, and it satisfies

1 − δ²/y² = (K/U)(1 − y). (S)

Now let δ → 0. If y approached a positive value, (S) would give 1 = (U_c/U)(1−y), that is y = 1 − U/U_c. This is the metal of section 2, where y = 4d, and it is impossible for U > U_c. Above U_c, therefore, y → 0, and (S) becomes

δ²/y² → 1 − U_c/U = ζ², so y ≈ |δ|/ζ.

Since Z = 2y to leading order, **Z = 2|δ|/ζ**. For U → ∞, ζ → 1 and the slope returns to 2.

The slope exceeds 2 at finite U for a visible reason. On the hole side

d ≈ δ(1−ζ)²/(4ζ), e ≈ δ(1+ζ)²/(4ζ).

Their difference is δ, as it must be, but both exceed their infinite-U values. Holes make the state mobile, and it then pays to create some doublons together with extra empty sites. Near half filling p ≈ 1/2, so

Z ≈ 2(√d + √e)² = 2[d + e + 2√(de)].

The sum d + e counts the mobile sites. The cross term comes from the interference of the two hopping amplitudes found in section 1. Both raise Z above 2δ.

**5. The chemical potential**

Because ∂E/∂y = 0 at the minimum, the change of y with doping does not contribute to dE/dδ. Hence μ = −∂E/∂δ at fixed y:

μ = (U/2)(1 − δ/y) − Kδ/4 + (K′/8)(2y − y² − δ²), K′ = dK/dδ.

The derivative K′ is finite, because an added electron changes e₀ by the bare Fermi level. As δ → 0 above U_c, both δ and y vanish, so the last two terms vanish. In the first term δ/y → +ζ for holes and −ζ for electrons. This gives the two limits stated at the beginning, and their difference is **Δμ = Uζ**. Particle-hole symmetry was not used.

For large U, ζ ≈ 1 − U_c/(2U). The hole-side value becomes U_c/4, in agreement with section 3. The jump becomes U − U_c/2: the cost U of a doublon, less the kinetic energy U_c/4 gained by each of the two kinds of carrier. At the other end,

Δμ = √(U(U − U_c)),

so the jump closes as a square root when U falls to U_c.

Below U_c, y stays finite and δ/y → 0 from both sides, so μ → U/2 plus Z times the bare Fermi level. The jump is then absent whenever the uncorrelated band is metallic at half filling; a gap in the bare band would survive, reduced by the factor Z. For the semicircular band at U = 2D, with D the half-bandwidth, μ differs by only 6.5 × 10⁻⁵ D between δ = −10⁻⁵ and δ = 10⁻⁵. This is the finite slope of a metal.

**6. Is the jump stable?**

A jump between one-sided derivatives of E would lose its meaning if E(n) were concave beside half filling, since the system would then separate into two densities. The next order settles this. I assume a smooth, non-zero bare density of states at the half-filled Fermi level μ_h, measured from the band centre.

Since de₀/dn = μ_h and e₀ = −|e₀|, we have d|e₀|/dδ = μ_h, and K = U_c + 8μ_hδ + O(δ²). Let s be the sign of δ. Inserting y ≈ |δ|/ζ in (S) gives

(δ/y)² = ζ² − 8μ_hδ/U + U_c|δ|/(Uζ) + O(δ²),

δ/y = s[ζ − 4μ_hδ/(Uζ) + U_c|δ|/(2Uζ²)] + O(δ²).

In μ, the term containing K′ contributes 2μ_h|δ|/ζ, and the correction to δ/y contributes the same amount again. Altogether

μ = (U/2)(1 − sζ) − (U_c/4)(1 + 1/ζ²)δ + 4μ_h|δ|/ζ + O(δ²).

With dn = −dδ, U_c/4 = 2|e₀(0)| and m = μ_h/|e₀(0)|,

dμ/dn = 2|e₀(0)| [1 + 1/ζ² − 2sm/ζ].

The ratio m is bounded. At half filling there is one electron per site, so the mean energy of the occupied states is −|e₀(0)|. The empty half has mean +|e₀(0)|, because the whole band averages to zero. The Fermi level separates the halves and lies strictly between these means, so |m| < 1. The bracket is then at least

(1 − 1/ζ)² + 2(1 − |m|)/ζ > 0.

Hence E(n) is convex on both sides close to half filling, and no local phase separation removes the jump.

A skewed density of states proportional to 1 + 0.9x/D, for −D < x < D, tests these claims without symmetry. Its mean lies at x = 0.3D, so band energies are measured as ε = x − 0.3D to make the mean zero; this gives U_c = 3.27537 D and μ_h = 0.08374 D. At U = 6D the numerical jump is 4.04324 D, equal to the formula at the printed precision. The slope dμ/dn is 2.125 D on the hole side and 3.118 D on the electron side; the formula gives 2.125 D and 3.119 D. The slopes differ between the two sides, while the leading laws do not.

**7. How far does the linear law reach?**

For a symmetric band μ_h = 0. With U_c/U = 1 − ζ², the expansion of δ/y gives

y = |δ|/ζ − (1−ζ²)δ²/(2ζ⁴) + …

To second order Z = 2y − y² − δ², so the coefficient of −δ² is

(1−ζ²)/ζ⁴ + 1/ζ² + 1 = 1 + 1/ζ⁴,

and therefore

Z = 2|δ|/ζ − (1 + ζ⁻⁴)δ² + …

The correction is small compared with the linear term when |δ| ≪ 2ζ³/(1+ζ⁴). Near U_c this window shrinks as ζ³.

At U = U_c the window has closed. There ζ = 0 and K − U_c is smaller than U_c y, so (S) reduces to δ²/y² ≈ y. Hence

y ≈ |δ|^(2/3), Z ≈ 2|δ|^(2/3), μ ≈ (U_c/2)(1 − s|δ|^(1/3)).

Close to half filling the weight rises more steeply than any linear law, and μ is continuous but with infinite slope. For the semicircular band at δ = 10⁻⁴ the minimum gives Z = 0.004304, against 0.004309 from the power law.

**8. A semicircular band at U = 5D**

The density of states per spin is (2/πD²)√(D² − ε²). At half filling

e₀(0) = (4/πD²) ∫₋D⁰ ε√(D² − ε²) dε = −(4/πD²)(D³/3) = −4D/(3π) = −0.42441 D.

The remaining parameters follow:

U_c = 8 × 0.42441 D = 3.3953 D,

ζ = √(1 − 0.67906) = 0.5665,

Z ≈ (2/0.5665)|δ| = 3.530|δ|.

Thus the slope is 3.53, compared with 2 at infinite U. On the hole side d/δ → 0.083 and e/δ → 1.083: for every hundred holes put in, about eight doublons and eight further empty sites appear. The cross term 2√(de)/δ is 0.60 and (d+e)/δ is 1.17. Most of the increase in slope therefore comes from the interference term.

The chemical potentials beside half filling are

μ(hole side) = 2.5 D × (1 − 0.5665) = 1.084 D,

μ(electron side) = 2.5 D × (1 + 0.5665) = 3.916 D,

Δμ = 5 D × 0.5665 = 2.833 D.

Differentiating the numerically minimized energy gives the same values. The jump at other interactions, also confirmed numerically, is 0.605 D at U = 3.5D, 1.555 D at 4D and 6.069 D at 8D. The large-U form U − U_c/2 gives 6.302 D at U = 8D, about 4% above the full result.

At finite hole doping the direct minimum compares with the expansions as follows:

- δ = 0.01: Z = 0.0343; linear law 0.0353; second order 0.0342.
- δ = 0.05: Z = 0.154; linear law 0.177; second order 0.150.
- δ = 0.10: Z = 0.276; linear law 0.353; second order 0.246.

Relative to the direct minimum, the linear law is 3% too high at 1% doping and 28% too high at 10% doping. The second-order coefficient, −10.7, explains the early bend: the predicted relative correction is (10.7/3.53)|δ| ≈ 3.0|δ|. At δ = 0.10 the second-order result is itself 11% too low, so higher terms matter there.

The chemical potential falls from 1.084 D at vanishing hole doping to 1.017 D at δ = 0.02 and 0.788 D at δ = 0.10. On a grid from δ = 0.01 to 0.90 it decreases throughout, so no phase separation appears there on the hole side within this calculation.

Here Z describes the coherent carriers alone. The approximation gives no spectrum for the remaining weight, and Δμ is a thermodynamic gap obtained from energies at neighbouring densities. Where magnetic order or exchange matters, as it can close to half filling, the paramagnetic state may not be the ground state, and both laws may then change.

Computed results

```
Semicircular band, energies in half-bandwidths D
band energy at half filling e0(0) = -0.42441 D
critical interaction Uc = 3.39531 D
chosen interaction U = 5.0 D, Uc/U = 0.67906
zeta = 0.56651 (dimensionless)
slope of Z with doping, 2/zeta = 3.5304
second-order coefficient of Z = -10.709
d/delta at small hole doping = 0.08292
e/delta at small hole doping = 1.08292
mu hole side: numerical 1.08371 D, formula 1.08371 D
mu electron side: numerical 3.91629 D, formula 3.91629 D
dmu/dn next to half filling = 3.4936 D
Hole doping at U = 5 D: direct minimum against expansions
delta=0.01: d=0.000776, e=0.010776, Z=0.03428, Z linear=0.03530, Z 2nd order=0.03423
  mu=1.04952 D, mu linear=1.04878 D
delta=0.02: d=0.001457, e=0.021457, Z=0.06666, Z linear=0.07061, Z 2nd order=0.06632
  mu=1.01667 D, mu linear=1.01384 D
delta=0.05: d=0.003047, e=0.053047, Z=0.15428, Z linear=0.17652, Z 2nd order=0.14975
  mu=0.92470 D, mu linear=0.90903 D
delta=0.10: d=0.004654, e=0.104654, Z=0.27611, Z linear=0.35304, Z 2nd order=0.24595
  mu=0.78757 D, mu linear=0.73435 D
Jump of mu across half filling
U=3.5 D: numerical 0.60534 D, formula 0.60534 D
U=4.0 D: numerical 1.55524 D, formula 1.55524 D
U=5.0 D: numerical 2.83257 D, formula 2.83257 D
U=8.0 D: numerical 6.06940 D, formula 6.06940 D
U=2 D, half filling: Z = 0.65302
U=2 D: mu difference between delta=-1e-5 and 1e-5 = 6.48e-05 D
U=Uc, delta=1e-4: Z = 0.004304, 2 delta^(2/3) = 0.004309
U=10000 D, delta=0.1: Z = 0.18185, 2 delta/(1+delta) = 0.18182
Two-site test, delta=0.1, d=0.02: formula Z = 0.413459
  projected link g=0.02: 0.413390, g=0.01: 0.413442
Skewed band (1+0.9x)/2: U = 6.0 D, Uc = 3.27537 D
  jump numerical 4.04324 D, formula 4.04324 D
  bare Fermi level from band centre = 0.08374 D
  dmu/dn hole side: numerical 2.1246 D, formula 2.1250 D
  dmu/dn electron side: numerical 3.1178 D, formula 3.1191 D
```
